**Breathing and polarization corrections to U for Fe2+**

The program examines $U=F^0-B-P$, where $F^0$ is the bare monopole Slater integral, $B$ the orbital relaxation energy and $P=e^2(1-1/\varepsilon)/(4\pi\varepsilon_0R)$ the polarization reduction for dielectric constant $\varepsilon$ and cavity radius $R$. Average-of-configuration Hartree-Fock calculations for 3d$^5$, 3d$^6$ and 3d$^7$ give $F^0=23.88$ eV and $B=6.61$ eV. The program asserts the virial ratio, the agreement of the frozen-orbital energy difference with radial quadrature, and the positive sign of the relaxation energies. It also asserts that numerical minimization reproduces the one-exponent breathing formula, and that field integrals over the computed ion charges agree with the cavity formula within 10%. Dipole clusters of two sizes must agree within 3% once the outer continuum is added. For $\varepsilon=5$ and a metal-ligand distance of 0.21 nm, the output gives $U=11.8$ eV with the cavity radius equal to that distance, and 7.1 eV with the dipole lattice. The difference shows how strongly the estimate depends on the effective cavity radius.

## Check in Python

```python
"""
Result under test: for a 3d^n ion the energy U = E(n+1)+E(n-1)-2E(n) is
    U_av = F0 - (2/63)(F2+F4) - B - P,
    P = e^2 (1-1/eps)/(4 pi eps0 R).
F0, F2, F4: Slater integrals of the 3d shell; B: orbital relaxation energy;
P: polarization reduction; eps: electronic dielectric constant; R: cavity radius.
The monopole estimate is U = F0 - B - P.
Example: Fe2+ (3d6), average-of-configuration Hartree-Fock, nonrelativistic.
Atomic units are used inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh, solve
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
Z_NUC, N_D = 26, 6

# Uncontracted even-tempered Gaussian basis: (lowest exponent, ratio, count)
tempering = {0: (0.25, 2.7, 14), 1: (0.20, 2.6, 10), 2: (0.08, 2.4, 9)}
basis = [[l, [a * b**k, 1.0]] for l, (a, b, count) in tempering.items()
         for k in range(count)]
mol = gto.M(atom="Fe 0 0 0", basis={"Fe": basis}, charge=2, spin=4, verbose=0)
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
nuclear = mol.intor("int1e_nuc")
h_core = kinetic + nuclear
repulsion = mol.intor("int2e", aosym="s8")
n_ao = mol.nao_nr()

component_indices = {}
offset = 0
for l, (_, _, count) in tempering.items():
    width = 2 * l + 1
    component_indices[l] = [offset + m + width * np.arange(count)
                            for m in range(width)]
    offset += width * count
d_all = np.sort(np.concatenate(component_indices[2]))
d_block = np.ix_(d_all, d_all)


def densities(fock, n_d):
    """Spherical core and 3d density matrices, and the 3d radial vector."""
    core, shell = np.zeros((n_ao, n_ao)), np.zeros((n_ao, n_ao))
    for l, n_occ in ((0, 3), (1, 2), (2, 1)):
        ref = component_indices[l][l]
        _, vec = eigh(fock[np.ix_(ref, ref)], overlap[np.ix_(ref, ref)])
        block = vec[:, :n_occ] @ vec[:, :n_occ].T
        for idx in component_indices[l]:
            if l == 2:
                shell[np.ix_(idx, idx)] = n_d / 5 * block
            else:
                core[np.ix_(idx, idx)] = 2 * block
    return core, shell, vec[:, 0]


def mean_fields(core, shell):
    vj, vk = scf.hf.dot_eri_dm(repulsion, np.array([core, shell]), hermi=1)
    return vj - 0.5 * vk


def pair_scale(n_d):
    """Turns fractional-occupation d-d energy into n(n-1)/2 true pairs."""
    return (n_d - 1) / (0.9 * n_d)


def total_energy(n_d, core, shell, fields=None):
    g_core, g_shell = mean_fields(core, shell) if fields is None else fields
    return (np.sum(h_core * (core + shell)) + 0.5 * np.sum(core * g_core)
            + np.sum(shell * g_core)
            + 0.5 * pair_scale(n_d) * np.sum(shell * g_shell))


def solve_ion(n_d, start_fock, frozen_core=None):
    core, shell, orbital = densities(start_fock, n_d)
    if frozen_core is not None:
        core = frozen_core
    accelerator = lib.diis.DIIS()
    accelerator.space = 8
    for _ in range(70):
        fields = mean_fields(core, shell)
        fock = h_core + fields[0] + fields[1]
        fock[d_block] -= (1 - pair_scale(n_d)) * fields[1][d_block]
        active = shell if frozen_core is not None else core + shell
        product = fock @ active @ overlap
        error = product - product.T
        if np.max(np.abs(error)) < 2e-6:
            return dict(E=total_energy(n_d, core, shell, fields), core=core,
                        shell=shell, orbital=orbital, fock=fock)
        mixed = accelerator.update(fock, xerr=error)
        new_core, shell, orbital = densities(mixed, n_d)
        if frozen_core is None:
            core = new_core
    raise RuntimeError("self-consistent field did not converge")


# Screened nuclear attraction is only a starting guess for the iterations.
guess = np.zeros_like(h_core)
for l, factor in ((0, 0.85), (1, 0.75), (2, 0.42)):
    for idx in component_indices[l]:
        block = np.ix_(idx, idx)
        guess[block] = kinetic[block] + factor * nuclear[block]
ions = {N_D: solve_ion(N_D, guess)}
for n in (N_D - 1, N_D + 1):
    ions[n] = solve_ion(n, ions[N_D]["fock"])
center = ions[N_D]

# A stationary Coulomb energy obeys E = -T up to basis incompleteness.
virial = {}
for n, ion in ions.items():
    t = np.sum(kinetic * (ion["core"] + ion["shell"]))
    virial[n] = -(ion["E"] - t) / t
    assert abs(virial[n] - 2) < 1e-3

# Radial functions and Slater integrals by quadrature
r = np.geomspace(1e-4, 30.0, 6000)
points = np.column_stack((0 * r, 0 * r, r))
ao = mol.eval_gto("GTOval_sph", points)


def cumulative(values):
    return cumulative_trapezoid(values, r, initial=0)


def integral(values):
    return cumulative(values)[-1]


def slater(radial_density, k):
    inner = cumulative(radial_density * r**k)
    return 2 * integral(radial_density * inner / r**(k + 1))


def d_radial_density(ion):
    value = ao[:, component_indices[2][2]] @ ion["orbital"]
    return r**2 * value**2 * 4 * np.pi / 5


d_density = {n: d_radial_density(ion) for n, ion in ions.items()}
for density in d_density.values():
    assert abs(integral(density) - 1) < 1e-4
F0, F2, F4 = [slater(d_density[N_D], k) for k in (0, 2, 4)]
pair_quadrature = F0 - 2 / 63 * (F2 + F4)
mean_radius = {n: integral(p * r) for n, p in d_density.items()}
assert mean_radius[5] < mean_radius[6] < mean_radius[7]

# Frozen-orbital energies and the two levels of relaxation
frozen, only_d = {}, {}
for n in (N_D - 1, N_D + 1):
    frozen[n] = total_energy(n, center["core"], center["shell"] * n / N_D)
    only_d[n] = solve_ion(n, center["fock"], center["core"])["E"]
    assert ions[n]["E"] < only_d[n] < frozen[n]
pair_energy = sum(frozen.values()) - 2 * center["E"]
assert abs(pair_energy - pair_quadrature) < 2e-4
U_relaxed = ions[5]["E"] + ions[7]["E"] - 2 * center["E"]
relaxation = {n: frozen[n] - ions[n]["E"] for n in frozen}
B = sum(relaxation.values())
B_d = sum(frozen[n] - only_d[n] for n in frozen)

# One-exponent breathing model, coefficients obtained by quadrature
p_sto = np.sqrt(2**7 / 720) * r**3 * np.exp(-r)
f_model = slater(p_sto**2, 0)
t_model = 0.5 * integral((p_sto * (3 / r - 1))**2 + 6 * p_sto**2 / r**2)
v_model = integral(p_sto**2 / r)
f_exact = 793 / 3072
assert abs(f_model - f_exact) < 1e-5
zeta = F0 / f_exact
core_charge = 3 * (zeta + (N_D - 1) * f_exact / 2)


def model_energy(n):
    def energy(x):
        return (n * (t_model * x**2 - core_charge * v_model * x)
                + n * (n - 1) / 2 * f_model * x)
    return minimize_scalar(energy, bracket=(0.8 * zeta, 1.2 * zeta)).fun


U_model = model_energy(5) + model_energy(7) - 2 * model_energy(6)
B_model = N_D * f_exact**2 / 4
assert abs(U_model - (F0 - B_model)) < 2e-4

# Cavity formula against field energies of the three computed ions
eps, distance_nm = 5.0, 0.21
R = distance_nm / BOHR_NM
coulomb_eV = const.e / (4 * np.pi * const.epsilon_0 * distance_nm * 1e-9)


def cavity_eV(dielectric):
    return coulomb_eV * (1 - 1 / dielectric)


P_eV = cavity_eV(eps)
outside = np.geomspace(R, r[-1], 4000)


def reaction_energy(ion):
    density_matrix = ion["core"] + ion["shell"]
    rho = np.sum((ao @ density_matrix) * ao, axis=1)
    enclosed = Z_NUC - cumulative(4 * np.pi * r**2 * rho)
    charge = np.interp(outside, r, enclosed)
    field = cumulative_trapezoid(charge**2 / outside**2, outside)[-1]
    return -0.5 * (1 - 1 / eps) * (field + charge[-1]**2 / outside[-1])


W = {n: reaction_energy(ion) for n, ion in ions.items()}
P_ions_eV = -(W[5] + W[7] - 2 * W[6]) * HARTREE_EV
assert abs(P_ions_eV / P_eV - 1) < 0.10
tail = 1 - np.interp(R, r, cumulative(d_density[N_D]))


# Self-consistent dipoles on anion sites; lengths in units of distance d
def dipole_cluster(radius):
    m = int(np.ceil(radius))
    axis = np.arange(-m, m + 1)
    sites = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    keep = (sites.sum(axis=1) % 2 == 1) & (np.sum(sites**2, axis=1) <= radius**2)
    sites = sites[keep].astype(float)
    count = len(sites)
    alpha = 6 / (4 * np.pi) * (eps - 1) / (eps + 2)
    delta = sites[:, None] - sites[None, :]
    dist = np.sqrt(np.sum(delta**2, axis=2))
    np.fill_diagonal(dist, 1.0)
    matrix = np.empty((count, 3, count, 3))
    for i in range(3):
        for j in range(3):
            coupling = 3 * delta[:, :, i] * delta[:, :, j] / dist**5
            if i == j:
                coupling -= 1 / dist**3
            block = -coupling
            np.fill_diagonal(block, 1 / alpha if i == j else 0.0)
            matrix[:, i, :, j] = block
    field = (sites / np.sum(sites**2, axis=1)[:, None]**1.5).ravel()
    dipoles = solve(matrix.reshape(3 * count, 3 * count), field, assume_a="pos")
    reduction = field @ dipoles
    outer_radius = (6 * count / (4 * np.pi))**(1 / 3)
    return count, reduction, reduction + (1 - 1 / eps) / outer_radius


small, large = dipole_cluster(3.5), dipole_cluster(7.5)
# The tolerance allows for the rough surface of the small cluster.
assert abs(small[2] / large[2] - 1) < 0.03
assert abs(small[2] - large[2]) < abs(small[1] - large[1])
P_lattice_eV = coulomb_eV * large[2]
R_effective = (1 - 1 / eps) / large[2]


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Fe2+ 3d6, average-of-configuration Hartree-Fock")
show("Virial ratio -V/T for 3d6", virial[6], digits=6)
for name, value in (("F0", F0), ("F2", F2), ("F4", F4)):
    show("Bare " + name, value * HARTREE_EV, "eV")
show("Mean pair energy from F0, F2, F4", pair_quadrature * HARTREE_EV, "eV")
show("Frozen total-energy second difference", pair_energy * HARTREE_EV, "eV")
for n in (5, 6, 7):
    show(f"Mean 3d radius in 3d{n}", mean_radius[n] * BOHR_NM, "nm", 5)
show("Relaxation energy on removal, 3d5", relaxation[5] * HARTREE_EV, "eV")
show("Relaxation energy on addition, 3d7", relaxation[7] * HARTREE_EV, "eV")
show("Breathing reduction B, all orbitals", B * HARTREE_EV, "eV")
show("Part with only 3d relaxed", B_d * HARTREE_EV, "eV")
show("Further part from core relaxation", (B - B_d) * HARTREE_EV, "eV")
show("Relaxed free-ion U_av", U_relaxed * HARTREE_EV, "eV")
show("Free-ion monopole estimate F0-B", (F0 - B) * HARTREE_EV, "eV")
show("Slater coefficient f", f_exact, digits=5)
show("Model exponent zeta matching F0", zeta, "1/bohr")
show("One-exponent breathing n f^2/4", B_model * HARTREE_EV, "eV")
show("Model U by numerical minimization", U_model * HARTREE_EV, "eV")
show("Metal-ligand distance d = cavity R", distance_nm, "nm", 2)
show("Electronic dielectric constant", eps, digits=1)
show("e^2/(4 pi eps0 d)", coulomb_eV, "eV")
for value in (3, 5, 10):
    show(f"Cavity reduction P at eps={value}", cavity_eV(value), "eV")
show("P from computed ion charges, eps=5", P_ions_eV, "eV")
show("Fraction of a 3d electron outside R", 100 * tail, "percent")
for name, cluster in (("small", small), ("large", large)):
    print(f"Anions in {name} cluster: {cluster[0]}")
    show(f"Reduction in {name} cluster, no outer part",
         cluster[1] * coulomb_eV, "eV")
    show(f"Reduction in {name} cluster, with outer part",
         cluster[2] * coulomb_eV, "eV")
show("Effective cavity radius R/d from large cluster", R_effective)
show("Effective cavity radius from large cluster",
     R_effective * distance_nm, "nm", 4)
show("Final U=F0-B-P, cavity R=d", (F0 - B) * HARTREE_EV - P_eV, "eV")
show("Final U=F0-B-P, dipole lattice",
     (F0 - B) * HARTREE_EV - P_lattice_eV, "eV")
show("Total reduction, cavity R=d", B * HARTREE_EV + P_eV, "eV")
show("Total reduction, dipole lattice", B * HARTREE_EV + P_lattice_eV, "eV")
print("ALL CHECKS PASSED")
```

Output:

```
Fe2+ 3d6, average-of-configuration Hartree-Fock
Virial ratio -V/T for 3d6: 2.000089
Bare F0: 23.881 eV
Bare F2: 11.025 eV
Bare F4: 6.853 eV
Mean pair energy from F0, F2, F4: 23.314 eV
Frozen total-energy second difference: 23.314 eV
Mean 3d radius in 3d5: 0.05154 nm
Mean 3d radius in 3d6: 0.05582 nm
Mean 3d radius in 3d7: 0.06185 nm
Relaxation energy on removal, 3d5: 2.812 eV
Relaxation energy on addition, 3d7: 3.797 eV
Breathing reduction B, all orbitals: 6.609 eV
Part with only 3d relaxed: 6.103 eV
Further part from core relaxation: 0.506 eV
Relaxed free-ion U_av: 16.705 eV
Free-ion monopole estimate F0-B: 17.272 eV
Slater coefficient f: 0.25814
Model exponent zeta matching F0: 3.400 1/bohr
One-exponent breathing n f^2/4: 2.720 eV
Model U by numerical minimization: 21.162 eV
Metal-ligand distance d = cavity R: 0.21 nm
Electronic dielectric constant: 5.0
e^2/(4 pi eps0 d): 6.857 eV
Cavity reduction P at eps=3: 4.571 eV
Cavity reduction P at eps=5: 5.486 eV
Cavity reduction P at eps=10: 6.171 eV
P from computed ion charges, eps=5: 5.495 eV
Fraction of a 3d electron outside R: 0.068 percent
Anions in small cluster: 92
Reduction in small cluster, no outer part: 8.628 eV
Reduction in small cluster, with outer part: 10.183 eV
Anions in large cluster: 856
Reduction in large cluster, no outer part: 9.420 eV
Reduction in large cluster, with outer part: 10.159 eV
Effective cavity radius R/d from large cluster: 0.540
Effective cavity radius from large cluster: 0.1134 nm
Final U=F0-B-P, cavity R=d: 11.787 eV
Final U=F0-B-P, dipole lattice: 7.113 eV
Total reduction, cavity R=d: 12.095 eV
Total reduction, dipole lattice: 16.768 eV
ALL CHECKS PASSED
```
